Why a Loss-Optimized Higher-Field Die Can Run Hotter

**Q.** A material with a higher critical field can give a switch with less loss. If I choose each die area to minimize the loss, why should the better material ever run hotter?

**A.** Because the temperature drop across the die depends on loss per area, not on loss. A better material also calls for a smaller die, so we must find out which falls faster, the loss or the area.

I hold these things fixed in the comparison: blocking voltage V_B, bus voltage V, switching frequency f, rms current I, die thickness t and the circuit. The device is a vertical unipolar switch, so one type of carrier conducts. Its drift layer is uniformly doped and just fully depleted at V_B. Switching is hard, meaning that the channel turns on while the full bus voltage stands across it. For now I count only drift-layer conduction and the energy stored in the die itself.

**Q.** Start with conduction. What does the critical field do to the resistance?

**A.** Let x run from the blocking junction into the drift layer. Let N be the doping, q the elementary charge, ε the permittivity and W the full depletion width. I write E for the magnitude of the field and neglect the built-in voltage beside V_B. Poisson's equation gives a field that falls linearly to zero at W:

E(x) = qN(W − x)/ε.

At V_B the peak E(0) equals the critical field E_c, so qNW = εE_c. The voltage is the area of the field triangle:

V_B = E_c W/2, so W = 2V_B/E_c.

Substituting W gives the doping:

N = εE_c/(qW) = εE_c²/(2qV_B).

With mobility μ, the resistance times area is the width divided by the conductivity:

R = W/(qμN) = (2V_B/E_c) · 2V_B/(μεE_c²) = 4V_B²/(εμE_c³).

One power of E_c comes from the thinner layer and two from the heavier doping. In a real semiconductor E_c varies with doping, so the value used must belong to the design doping.

**Q.** And what is the price in switching loss?

**A.** The heavier doping leaves more charge to move. At the bus voltage the depletion width is smaller than W; call it d. Then V = qNd²/(2ε), and the charge per area is

Q = qNd = √(2εqNV) = εE_c √(V/V_B),

where the last step uses 2qN = εE_c²/V_B.

To find the stored energy per area, w, write the voltage at an intermediate charge Q′ as Q′²/(2εqN) and add up the work:

w = ∫₀^Q Q′²/(2εqN) dQ′ = Q³/(6εqN) = QV/3.

The final equality holds because Q²/(2εqN) = V. The factor is 1/3, not the 1/2 of a linear capacitor, because the capacitance falls as the voltage rises.

When the channel turns on, this charge flows through it and the stored energy becomes heat. A numerical discharge through a resistor released 0.3333 of QV, in agreement with the integral. With soft switching the energy is largely recovered, and the argument below does not apply in this form.

**Q.** Now choose the area. What is the best die?

**A.** For area A, the loss is

P(A) = I²R/A + fwA.

The first term falls with area because the resistance falls. The second rises because a larger die stores more energy. Completing the square gives

P(A) = [I√(R/A) − √(fwA)]² + 2I√(Rfw).

The square cannot be negative, so the minimum occurs where it vanishes:

A* = I√(R/(fw)), P* = 2I√(Rfw).

At this area, conduction and switching contribute equally. The loss density is therefore

p = P*/A* = 2I√(Rfw) · √(fw/R)/I = 2fw.

Current and resistance have cancelled. If the resistance is reduced, the optimum shrinks the die until conduction heat per area again equals switching heat per area. The latter is fw, whatever the mobility.

**Q.** So what is the temperature rise?

**A.** Let the heat enter at the top surface, uniformly over the die, and flow straight down to an underside at uniform temperature. With thermal conductivity κ, the rise averaged over a switching period is

ΔT = pt/κ = 2fwt/κ.

Inserting w = QV/3 and then Q gives

ΔT = (2/3) f V √(V/V_B) · εE_c t/κ.

At fixed voltages, frequency and thickness, the rise across the optimized die scales as εE_c/κ.

The race between loss and area is now visible. Since R ∝ 1/(εμE_c³) and w ∝ εE_c,

P* ∝ √(Rw) ∝ 1/(E_c√μ),

A* ∝ √(R/w) ∝ 1/(εE_c²√μ).

The loss falls as the first power of E_c, but the area falls as the second. Their ratio rises as εE_c.

**Q.** Can you put numbers on this?

**A.** Take three model materials with round parameters. L is in the rough regime of silicon, M of 4H silicon carbide and H of beta gallium oxide.

- L: relative permittivity 12, E_c = 0.25 MV/cm, μ = 1200 cm²/Vs, κ = 1.5 W/(cm K).
- M: relative permittivity 10, E_c = 2.5 MV/cm, μ = 900 cm²/Vs, κ = 4 W/(cm K).
- H: relative permittivity 10, E_c = 6 MV/cm, μ = 150 cm²/Vs, κ = 0.2 W/(cm K).

The switch blocks 1200 V, works at 800 V and 100 kHz, and carries 20 A rms. The die is 200 μm thick, or 0.02 cm.

For M, the drift resistance is 0.463 mΩ cm² and the charge is 1.81 μC/cm². The stored energy is QV/3 = 0.482 mJ/cm², so fw = 48.2 W/cm². Then

A* = 20 √(0.463×10⁻³/48.2) = 0.062 cm² = 6.2 mm²,

P* = 2 × 20 √(0.463×10⁻³ × 48.2) ≈ 6.0 W,

ΔT = 2 × 48.2 × 0.02/4 = 0.48 K.

The corresponding results for L are 447 mm², 51.7 W and 0.15 K. For H they are 2.64 mm², 6.1 W and 23 K.

From L to M, the loss falls by a factor of 8.7 while the area falls by 72. The loss density therefore rises by about 8.3. The better conductivity of M removes part of that increase, leaving a rise 3.1 times that of L.

M and H have nearly equal losses because their values of E_c√μ nearly agree. But H has 2.4 times the loss density and one twentieth of the conductivity, so its rise is about 48 times that of M. Relative to L, the factor is 150: 20 from εE_c and 7.5 from κ. High field alone does not account for the hot die here; poor heat conduction matters as well.

**Q.** Were the exponents checked without using these formulas?

**A.** Yes. For M, the field was integrated numerically to find doping and energy, the loss was minimized directly over area, and the heat equation was solved on a grid. The parameters ε, E_c, κ, μ and I were raised and lowered in turn by a factor of 1.1. The logarithmic slopes of the rise were 1.00 in ε and E_c, −1.00 in κ, and 0.00 in μ and I.

**Q.** Could I simply use a larger die?

**A.** That helps, but only up to a limit. Set A = sA*. At the optimum each part of the loss is P*/2. Conduction then becomes P*/(2s), and switching becomes sP*/2:

P(sA*)/P* = (s + 1/s)/2.

Dividing by the enlarged area gives the factor on the rise:

ΔT(sA*)/ΔT(A*) = (1 + 1/s²)/2.

Doubling the area reduces the rise to 0.625 of its value and increases the loss by 25%. At five times the area the rise is still 0.52 of its value, while the loss is 2.6 times larger. The rise can never fall below half, because switching heat per area does not depend on area.

Forcing the dies onto a common small area reverses the effect of the critical field. When conduction dominates at a common area A, the loss density is I²R/A², and

ΔT ∝ 1/(εμE_c³κ).

At equal permittivity, mobility and thermal conductivity, the higher-field material then runs much cooler. If L were cut to the 6.2 mm² of M, its conduction loss would be 400 × 0.289/0.062 ≈ 1900 W. The εE_c/κ law thus fails when materials are compared on a common area small enough for conduction to dominate. If instead every die is cut to the same fraction s of its own optimum, the factor (1 + 1/s²)/2 is common to all and the ratios given by the law are kept. On a common area large enough for switching to dominate, the rise is fwt/κ, which again scales as εE_c/κ.

**Q.** Are there other ways to lower the rise?

**A.** Thinning the die lowers it in proportion to t. One can also design for a peak field E_d below E_c at V_B. The derivation is unchanged with E_d in place of E_c, so half the field gives half the rise, at the price of twice the loss and four times the area.

**Q.** My thermometer responds to the whole path from junction to ambient. Does the higher-field junction still end up hotter?

**A.** Not necessarily. Add an attach layer with thermal resistance r per unit area, and a heat sink with fixed resistance R_s. Then

ΔT_total = p(t/κ + r) + P*R_s.

The first part responds to loss density, the second to total loss. Take r = 0.1 K cm²/W and R_s = 1 K/W. In the order die, attach layer, sink:

L: 0.15 + 1.16 + 51.7 = 53 K,

M: 0.48 + 9.64 + 5.97 = 16 K,

H: 23.1 + 23.1 + 6.1 ≈ 52 K.

M has a larger rise across the die than L, yet a much cooler junction. H has about one eighth of the loss of L and almost the same total rise.

Equating the totals of M and L gives the crossover:

R_s = [(0.48 + 9.64) − (0.15 + 1.16)]/(51.7 − 5.97) ≈ 0.19 K/W.

For H against L it is 0.99 K/W. Below the crossover the higher-field junction is the hotter one; above it, the low-field junction is.

**Q.** What if the die sits on a thick metal spreader?

**A.** This case lies between the other two. For a spreader much wider and thicker than the die is wide, and dies of the same shape, √A is the only length available. The spreading resistance is therefore a number divided by k√A, where k is the conductivity of the spreader. Its contribution scales as

P*/√A* ∝ [1/(E_c√μ)] · √ε E_c μ^(1/4) = √ε μ^(−1/4).

The critical field cancels. With the numbers above, P*/√A* is about 24 W/cm for both L and M, and about 38 W/cm for H. The excess for H comes from its low mobility. The condition on the spreader is demanding for L, whose die is about 21 mm wide: a plate a few millimetres thick is too thin for this scaling to hold.

**Q.** What happens in a half-bridge, where the switch also charges its partner?

**A.** Suppose the partner is identical and its area always equals that of the switch. Per unit area, the bus delivers QV while charging the partner. The partner stores QV/3, so 2QV/3 becomes heat in the switching channel. The switch's own stored energy adds QV/3, making QV in total.

Thus w is replaced by 3w. If this switch does all the hard switching and the area minimizes its loss alone, the optimum area falls by √3, the loss rises by √3 and the temperature rise triples. If the partner conducts the same rms current and the common area minimizes the loss of the pair, the rise of the switch grows by 2.25 instead. If the two share the hard switching equally, it grows by 1.5. The dependence on εE_c/κ is unchanged in each case.

**Q.** Real switches also have overlap of current and voltage. Does that spoil the scaling?

**A.** It can. Take an overlap time τ = 10 ns, the same for every material, and set the switched current equal to I for an estimate:

P_o = VIτf/2 = 800 × 20 × 10⁻⁸ × 10⁵/2 = 8 W.

The equal time is an assumption that favours L. Its die holds 0.97 μC, so discharging it in 10 ns takes about 97 A through the channel beyond the load current. With τ fixed, this loss does not depend on area, so it leaves A* unchanged. It multiplies the rise by 1 + P_o/P*. The results become 0.18 K for L, 1.1 K for M and 53.5 K for H.

The extra density P_o/A* scales as εE_c²√μ, so the simple law no longer holds and mobility matters again. In this example the contrast with L grows: the smaller dies receive the same additional heat.

**Q.** And the resistance of the channel and substrate?

**A.** If its heat is also counted at the surface, it changes R but not p = 2fw. Adding 1 mΩ cm² enlarges M from 6.2 to 11 mm² and H from 2.64 to 6.4 mm², while the rises stay the same. The total loss grows in proportion to the area.

For heat from the drift layer, the depth of release is a smaller matter. Heat released at depth x crosses only the distance t − x. If the conduction half is spread evenly through the drift layer, its mean path is t − W/2, and

ΔT = (p/2)t/κ + (p/2)(t − W/2)/κ = (pt/κ)[1 − W/(4t)].

The reduction is 12% for L, whose drift layer is 96 μm wide, about 1% for M and 0.5% for H. This keeps all the switching heat at the surface. Part of it is released in the depleted layer as the discharge current crosses it, which lowers the rise further, most noticeably for L with its wide layer: if all of it is released there, the reduction for L grows from 12% to 17%. Substrate heat lies much deeper. If the added 1 mΩ cm² is spread evenly through the substrate, the rise falls by 18% for M and 21% for H.

All these rises are averages over a period. The switching heat comes in a short burst, so the surface briefly runs hotter. Take a 10 ns burst and heat capacities of 2.2 J/(cm³ K) for M and 3.3 J/(cm³ K) for H. The peak rise is then about 2.3 K for M and 39 K for H if the burst is released at the surface, and about 1.1 K and 25.5 K if it is released in the depleted layer. The peak does not follow the εE_c/κ law.

**Q.** Does heating change the result?

**A.** For H it matters a good deal. Suppose the die is sized with its 300 K properties but its underside is at 350 K. Let resistance vary as T^2.4 and thermal conductivity as T^(−1.3), with R taken at the surface temperature. These are rough laws, applied to all three materials. The rise in H becomes 45 K instead of 23 K.

The surface is then near 395 K, so conduction heat is multiplied by (395/300)^2.4 ≈ 1.93. Switching heat is unchanged, which makes the total (1 + 1.93)/2 ≈ 1.47 times larger. At the mean die temperature, the reduced conductivity contributes another factor of about 1.32. The product is 1.94. For L and M the increase is about 1.5. The effects compound: with the 8 W overlap loss added, the rise in H is about 108 K, and with the tripled half-bridge loss these laws give H no steady temperature at all.

**Q.** Can H really be operated at the assumed field?

**A.** Only if the blocking contact is good enough. At 800 V its peak field is 4.9 MV/cm. I estimated tunnelling through a triangular barrier of 1.5 eV, with an effective mass of 0.3 electron masses in the barrier, at zero temperature, and with the free-electron mass for the electrons supplied by the contact; a supply mass of 0.3 would lower every leakage value below by a factor of 0.3. The leakage power while blocking is about 5×10⁴ W/cm², against a loss density of 231 W/cm² in the model. Such a contact is unusable at this field.

In the same estimate, leakage falls to 1% of the loss density at a barrier of about 2.1 eV. Thermal excitation and image-force lowering are left out; both increase leakage, so the real requirement is higher. One needs a higher barrier, a suitable junction, or a structure that shields the contact. Otherwise the design field must be reduced, which cuts the leakage and lowers the rise found from the model, but raises the sum of conduction and switching loss. For M at 2.0 MV/cm, the same 1.5 eV barrier gives 3×10⁻⁵ W/cm² in this cold estimate. At this lower field thermal excitation dominates: together with image-force lowering it raises the value to about 3×10⁻⁴ W/cm² at 300 K and 4×10⁻³ W/cm² at 400 K, which is still negligible.

**Q.** How close is the example to real devices?

**A.** The material parameters are rough, and the thermal conductivity of beta gallium oxide depends on crystal direction. The 447 mm² die for L is very large. A silicon switch can instead use minority carriers to lower its resistance, which breaks the unipolar assumption and adds stored charge; the numbers for L should not be read as those of such a device. For M, the drift resistance of 0.46 mΩ cm² omits the channel and substrate. The added 1 mΩ cm² considered above raises the optimum area and loss by a factor of 1.8. For H, the main reservations are the contact, the hot underside and the overlap loss; in the examples above, each of the last two raises the rise by a factor of about two.

The εE_c/κ law is therefore a comparison of area-optimized, hard-switched unipolar dies of equal thickness, and it concerns the drop across the die. Before using it to rank junction temperatures, add the rest of the thermal path and any loss that does not scale with area. The numerical output gives the individual values.

Values computed for the example and the checks

```
Blocking voltage: 1200 V
Bus voltage: 800 V
Frequency: 100 kHz
Rms current: 20 A
Die thickness: 200 um
Relative permittivity: L 12, M 10, H 10 (no unit)
Critical field: L 0.25, M 2.5, H 6 MV/cm
Mobility: L 1200, M 900, H 150 cm2/Vs
Thermal conductivity: L 1.5, M 4, H 0.2 W/(cm K)
Drift doping: L 1.73e+14, M 1.44e+16, H 8.29e+16 cm^-3
Drift width: L 96, M 9.6, H 4 um
Specific resistance: L 289, M 0.463, H 0.201 mOhm cm2
Charge at bus voltage: L 0.217, M 1.81, H 4.34 uC/cm2
Stored energy: L 0.0578, M 0.482, H 1.16 mJ/cm2
Optimum area: L 447, M 6.2, H 2.64 mm2
Minimum loss: L 51.7, M 5.97, H 6.1 W
Loss density: L 11.6, M 96.4, H 231 W/cm2
Rise across die: L 0.154, M 0.482, H 23.1 K
Rise relative to L: L 1, M 3.13, H 150 (ratio)
Heat of discharge / (Q V): 0.3333
Numerical exponents of rise, loss, area:
  in eps: 1.00, -0.00, -1.00
  in Ec: 1.00, -1.00, -2.00
  in mu: -0.00, -0.50, -0.50
  in kappa: -1.00, 0.00, 0.00
  in I: 0.00, 1.00, 1.00
  in f: 1.00, 0.50, -0.50
  in V and VB: 1.00, 1.50, 0.50
Area x2: rise x0.625, loss x1.250
Area x5: rise x0.520, loss x2.600
Added resistance: 1.0 mOhm cm2
Area with it: L 448, M 11, H 6.44 mm2
Rise with it: L 0.154, M 0.482, H 23.1 K
Rise, heat spread in drift layer: L 0.136, M 0.476, H 23 K
Hot underside: 350 K
Powers of T: resistance 2.4, conductivity -1.3
Rise on hot underside: L 0.231, M 0.724, H 44.9 K
Overlap time: 10 ns, loss 8.0 W
Rise with overlap loss: L 0.178, M 1.13, H 53.5 K
Attach layer: 0.1 K cm2/W; sink: 1.0 K/W
Rise across attach layer: L 1.16, M 9.64, H 23.1 K
Rise across sink: L 51.7, M 5.97, H 6.1 K
Total rise: L 53, M 16.1, H 52.4 K
Sink value for equal total with L: M 0.193, H 0.985 K/W
Peak field at bus voltage: L 0.204, M 2.04, H 4.9 MV/cm
Contact barrier: 1.5 eV, mass 0.3 m_e
Tunnel leakage power while blocking: M 2.7e-05, H 5.3e+04 W/cm2
Barrier in H for leakage at 1% of loss density: 2.13 eV
```
